# A Zero Hall Voltage Does Not Mean an Absence of Carriers: verification in Python

```python
"""
Result under test: with unit Hall factors the low-field Hall coefficient is
    R_H = (p mu_h^2 - n mu_e^2) / (q (p mu_h + n mu_e)^2),
so it vanishes at p mu_h^2 = n mu_e^2 although the conductivity is finite.
p, n: hole and electron densities; mu_h, mu_e: drift mobilities;
q: elementary charge; R_H = E_y/(J_x B) for current along x, field along z.
SI units are used inside; the printed units are named on each line.
Example: acceptor-implanted CdTe film at anneal temperature, rough parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e


def hall_response(species, B):
    """Solve the force balance v = s mu (E + v x B) for each species, sum the
    currents, invert. species: (sign, density, mobility).
    Returns the Hall coefficient and the conductivity at J_y = 0."""
    sigma = np.zeros((2, 2))
    for s, dens, mu in species:
        balance = np.array([[1.0, -s * mu * B], [s * mu * B, 1.0]])
        sigma += q * s * dens * np.linalg.inv(balance) * s * mu
    rho = np.linalg.inv(sigma)
    return rho[1, 0] / B, 1 / rho[0, 0]


def hall_formula(p, n, mh, me, B):
    top = p * mh**2 - n * me**2 + (p - n) * (mh * me * B)**2
    bottom = (p * mh + n * me)**2 + ((p - n) * mh * me * B)**2
    return top / (q * bottom)


# ---- example parameters (rough CdTe values; geometry and dose are chosen)
T, gap = 800.0, 1.25
m_el, m_hh, m_lh = 0.10, 0.60, 0.12
mu_e, mu_h = 200e-4, 20e-4
eps_r, lifetime, acceptor_depth = 10.0, 1e-8, 0.10
thick, width, current, B = 1e-6, 1e-3, 1e-5, 0.5
implanted_dose = 5e16
B_low = 1e-3
b = mu_e / mu_h
kT = kB * T / q


def band_density(mass_sum, temp):
    return 2 * (m0 * kB * temp / (2 * np.pi * hbar**2))**1.5 * mass_sum


hole_mass_sum = m_hh**1.5 + m_lh**1.5


def intrinsic(temp, eg=gap):
    nc = band_density(m_el**1.5, temp)
    nv = band_density(hole_mass_sum, temp)
    return np.sqrt(nc * nv) * np.exp(-eg * q / (2 * kB * temp))


def carriers(net, ni_value):
    """Neutrality p - n = net together with p n = ni^2 (net >= 0)."""
    p = net / 2 + np.sqrt(net**2 / 4 + ni_value**2)
    return p, ni_value**2 / p


# ---- general tests of the two-carrier formula
for p_t, n_t, mh_t, me_t, B_t in [(3e21, 1e21, 0.05, 0.2, 1e-3),
                                  (1e22, 4e21, 0.3, 0.8, 2.0),
                                  (2e20, 9e21, 0.1, 0.04, 7.0)]:
    direct = hall_response([(1, p_t, mh_t), (-1, n_t, me_t)], B_t)[0]
    assert abs(direct / hall_formula(p_t, n_t, mh_t, me_t, B_t) - 1) < 1e-8
# one carrier type: fewer carriers give a larger Hall coefficient
for s in (1, -1):
    for dens in (1e20, 1e22):
        R_one = hall_response([(s, dens, 0.05)], 0.3)[0]
        assert abs(R_one * q * dens * s - 1) < 1e-9

# ---- Hall null in equilibrium, found by root search on the force balance
ni = intrinsic(T)


def low_field_R(net):
    p, n = carriers(net, ni)
    return hall_response([(1, p, mu_h), (-1, n, mu_e)], B_low)[0]


net0 = brentq(low_field_R, 0.01 * ni, 100 * ni, xtol=1e8, rtol=1e-13)
p0, n0 = carriers(net0, ni)
assert abs(p0 / (b * ni) - 1) < 1e-6
assert abs(net0 / (ni * (b - 1 / b)) - 1) < 1e-6
sigma0 = hall_response([(1, p0, mu_h), (-1, n0, mu_e)], B_low)[1]
sigma_i = hall_response([(1, ni, mu_h), (-1, ni, mu_e)], B_low)[1]
assert abs(sigma0 / sigma_i - 1) < 1e-6
low = minimize_scalar(
    lambda y: ni * (np.exp(y) * mu_h + np.exp(-y) * mu_e) / (ni * mu_e),
    bounds=(-5, 5), method="bounded", options={"xatol": 1e-9})
sigma_min = q * ni * mu_e * low.fun
assert abs(np.exp(low.x) / np.sqrt(b) - 1) < 1e-5
assert abs(sigma_min / (2 * q * ni * np.sqrt(mu_e * mu_h)) - 1) < 1e-8

# ---- both carrier types go to the same side with equal particle flux
Ex = current / (width * thick) / sigma0
flux = []
for s, dens, mu in [(1, p0, mu_h), (-1, n0, mu_e)]:
    M = np.array([[1, -s * mu * B_low], [s * mu * B_low, 1]])
    flux.append(dens * np.linalg.solve(M, [s * mu * Ex, 0])[1] * B / B_low)
assert flux[0] < 0 and flux[1] < 0 and abs(flux[0] / flux[1] - 1) < 1e-5

# ---- finite field: cubic Hall voltage at the low-field null
p_ex, n_ex = b * ni, ni / b
pair = [(1, p_ex, mu_h), (-1, n_ex, mu_e)]
R_B = hall_response(pair, B)[0]
assert abs(R_B / hall_response(pair, B / 2)[0] - 4) < 0.01
V_null = current * B * R_B / thick
V_holes = current * B * hall_response([(1, p0, mu_h)], B)[0] / thick
hole_term = p0 * mu_h**2
field_share = (p0 - n0) * (mu_h * mu_e * B)**2 / hole_term

# ---- energy-dependent scattering time, tau ~ E^(-1/2), for both types
ds = 6.0 / 300
s_grid = (np.arange(300) + 0.5) * ds
weight = s_grid**4 * np.exp(-s_grid**2)
weight /= weight.sum()
tau_rel = (1 / s_grid) / np.sum(weight / s_grid)
holes_E = [(1, p_ex * w, mu_h * t) for w, t in zip(weight, tau_rel)]
elecs_E = [(-1, n_ex * w, mu_e * t) for w, t in zip(weight, tau_rel)]
r_acoustic = hall_response(holes_E, B_low)[0] * q * p_ex
assert abs(r_acoustic / (3 * np.pi / 8) - 1) < 1e-3
assert abs(hall_response(holes_E + elecs_E, B_low)[0] * q * p_ex) < 1e-4

# ---- light holes: same scattering time, mean hole mobility kept
masses = np.array([m_hh, m_lh])
share = masses**1.5 / np.sum(masses**1.5)
mob = mu_h * (1 / masses) / np.sum(share / masses)
r_light = np.sum(masses**-0.5) * np.sum(masses**1.5) / np.sum(masses**0.5)**2


def R_light(net):
    p, n = carriers(net, ni)
    sp = [(1, p * f, m) for f, m in zip(share, mob)] + [(-1, n, mu_e)]
    return hall_response(sp, B_low)[0]


net_light = brentq(R_light, 0.01 * ni, 100 * ni, xtol=1e8, rtol=1e-13)
p_light = carriers(net_light, ni)[0]
assert abs(p_light / (b * ni / np.sqrt(r_light)) - 1) < 1e-5

# ---- edges without recombination: finite-volume solution against formula


def edge_formula(p, n, mh, me, x):
    extra = p * n * (me**2 - mh**2) / (p + n) * np.tanh(x) / x
    return (p * mh**2 - n * me**2 + extra) / (p * mh + n * me)


def edge_numeric(p, n, mh, me, x, cells=300):
    """Model units: thermal energy 1, lifetime 1, E_x B = 1."""
    Da = mh * me * (p + n) / (p * mh + n * me)
    dy = 2 * x * np.sqrt(Da) / cells
    G = (np.eye(cells, cells + 1, 1) - np.eye(cells, cells + 1)) / dy
    one = np.eye(cells)
    Fh = np.hstack([-mh * G, p * mh * one])
    Fe = np.hstack([-me * G, -n * me * one])
    vol = np.full(cells + 1, dy)
    vol[[0, -1]] /= 2
    div = -dy * G.T
    cont = div @ Fh
    cont[:, :cells + 1] += np.diag(vol)
    rhs_cont = div @ np.full(cells, p * mh**2)
    rhs_charge = np.full(cells, p * mh**2 - n * me**2)
    sol = np.linalg.solve(np.vstack([cont, Fh - Fe]),
                          np.concatenate([rhs_cont, rhs_charge]))
    return sol[cells + 1:].mean()


for x in (0.05, 1.0, 8.0):
    for case in [(3.0, 0.7, 0.5, 2.0), (4.0, 1.0, 1.0, 2.0)]:
        assert abs(edge_numeric(*case, x) - edge_formula(*case, x)) < 2e-3
# narrow bar: null at p mu_h = n mu_e instead
assert abs(edge_numeric(4.0, 1.0, 0.5, 2.0, 0.01)) < 1e-3
assert abs(edge_numeric(4.0, 1.0, 1.0, 2.0, 0.01)) > 0.1
D_a = kT * mu_h * mu_e * (p0 + n0) / (p0 * mu_h + n0 * mu_e)
L_a = np.sqrt(D_a * lifetime)
edge_share = (edge_formula(p0, n0, mu_h, mu_e, width / (2 * L_a))
              * (p0 * mu_h + n0 * mu_e) / hole_term)

# ---- uneven implant: 30 percent depth modulation at the same total dose
z = (np.arange(200) + 0.5) / 200
p_z, n_z = carriers(net0 * (1 + 0.3 * np.cos(2 * np.pi * z)), ni)
profile_num = p_z.mean() * mu_h**2 - n_z.mean() * mu_e**2
layers = [(1, a / 200, mu_h) for a in p_z] + [(-1, a / 200, mu_e) for a in n_z]
R_layers = hall_response(layers, B_low)[0]
sheet = p_z.mean() * mu_h + n_z.mean() * mu_e
assert abs(R_layers * q * sheet**2 / profile_num - 1) < 1e-4
profile_share = profile_num / hole_term

# ---- surface band bending of 0.1 eV (holes depleted) at both faces
bend = 0.10
u_s = bend / kT
L_D = np.sqrt(eps_r * const.epsilon_0 * kT / (q * (p0 + n0)))
total = p0 + n0
mesh = np.linspace(0, thick / (2 * L_D), 400)
bvp = solve_bvp(
    lambda x, y: np.vstack([y[1], (net0 - p0 * np.exp(-y[0])
                                   + n0 * np.exp(y[0])) / total]),
    lambda ya, yb: np.array([ya[0] - u_s, yb[1]]),
    mesh, np.vstack([u_s * np.exp(-mesh), -u_s * np.exp(-mesh)]), tol=1e-6)
assert bvp.success
x_fine = np.linspace(0, mesh[-1], 4001)
u = bvp.sol(x_fine)[0]
density = (p0 * np.exp(-u) * mu_h**2 - n0 * np.exp(u) * mu_e**2) / hole_term
area = np.sum((density[1:] + density[:-1]) / 2) * (x_fine[1] - x_fine[0])
surface_share = 2 * L_D * area / thick


def slope(v):
    energy = net0 * v + p0 * np.expm1(-v) + n0 * np.expm1(v)
    return np.sqrt(2 * energy / total)


check = quad(lambda v: (p0 * np.exp(-v) * mu_h**2 - n0 * np.exp(v) * mu_e**2)
             / hole_term / slope(v), 1e-4, u_s)[0] * 2 * L_D / thick
assert abs(surface_share / check - 1) < 0.01

# ---- degeneracy and band prefactor: Fermi-Dirac integral over the bands
Nv = band_density(hole_mass_sum, T)
eta = np.log(Nv / p0)
dos = (2 * m0 * kB * T / hbar**2)**1.5 / (2 * np.pi**2) * hole_mass_sum
p_fd = dos * quad(lambda x: np.sqrt(x) / (1 + np.exp(x + eta)), 0, 60)[0]
assert abs(p_fd / p0 - 1) < 1e-3
degeneracy = 1 - p_fd / p0
ratio = 4 * p0 / Nv * np.exp(acceptor_depth / kT)
neutral = ratio / (1 + ratio)
gap_factor = intrinsic(T, gap + 0.05) / ni
heating = mu_e * Ex / np.sqrt(3 * kB * T / (m_el * m0))

# ---- dose scan and temperature change at fixed net acceptor density
scan = []
for f in (0.5, 0.9, 1.1, 2.0, 4.0):
    p, n = carriers(f * net0, ni)
    R, sig = hall_response([(1, p, mu_h), (-1, n, mu_e)], B_low)
    scan.append((f, p * thick, R, thick / (q * abs(R)), sig))
assert all((row[2] > 0) == (row[0] > 1) for row in scan)
V_T = {}
for temp in (750.0, 850.0):
    p, n = carriers(net0, intrinsic(temp))
    R = hall_response([(1, p, mu_h), (-1, n, mu_e)], B)[0]
    V_T[temp] = current * B * R / thick
assert V_T[750.0] > 0 > V_T[850.0]

# ---- output
print(f"temperature {T:.0f} K, kT {kT:.4f} eV, gap {gap:.2f} eV")
print(f"masses e, hh, lh: {m_el:.2f} {m_hh:.2f} {m_lh:.2f} m_e")
print(f"mobility e, h: {mu_e*1e4:.0f} {mu_h*1e4:.0f} cm2/Vs, b = {b:.1f}")
print(f"film thickness {thick*1e9:.0f} nm, bar width {width*1e3:.1f} mm")
print(f"current {current*1e6:.0f} uA, field {B:.2f} T")
print(f"implanted dose {implanted_dose*1e-4:.2e} cm^-2")
print(f"relative permittivity {eps_r:.0f}, lifetime {lifetime*1e9:.0f} ns")
print(f"intrinsic density {ni*1e-6:.3e} cm^-3")
print("-- at the Hall null")
print(f"holes {p0*1e-6:.3e} cm^-3 = {p0*1e-30:.3e} A^-3")
print(f"electrons {n0*1e-6:.3e} cm^-3 = {n0*1e-30:.3e} A^-3")
print(f"net active acceptors {net0*1e-6:.3e} cm^-3")
print(f"net active dose {net0*thick*1e-4:.3e} cm^-2")
print(f"active share of implant {100*net0*thick/implanted_dose:.1f} %")
print(f"conductivity {sigma0*1e-2:.4f} S/cm")
print(f"intrinsic conductivity {sigma_i*1e-2:.4f} S/cm")
print(f"minimum conductivity {sigma_min*1e-2:.4f} S/cm")
print(f"hole density at that minimum {ni*np.exp(low.x)*1e-6:.3e} cm^-3")
print(f"sheet resistance {1/(sigma0*thick):.3e} ohm/square")
print(f"lateral field {Ex*1e-2:.2f} V/cm")
print(f"sideways hole flux {flux[0]*1e-4:.3e} cm^-2 s^-1")
print(f"sideways electron flux {flux[1]*1e-4:.3e} cm^-2 s^-1")
print(f"Hall voltage, same holes alone {V_holes*1e3:.3f} mV")
print(f"Hall voltage at null, cubic rest {V_null*1e6:.3f} uV")
print("-- scan: dose/null dose, true holes cm^-2, R_H cm3/C,")
print("   one-carrier reading cm^-2, conductivity S/cm")
for f, ps, R, app, sig in scan:
    print(f"{f:.1f} {ps*1e-4:.3e} {R*1e6:+.1f} {app*1e-4:.3e} {sig*1e-2:.4f}")
print("-- same acceptors, gap and mobilities held fixed")
for temp, volt in V_T.items():
    print(f"Hall voltage at {temp:.0f} K {volt*1e3:+.3f} mV")
print("-- neglected effects, as share of the hole term")
print(f"light holes {100*(r_light-1):+.1f} %, r_h = {r_light:.3f}")
print(f"surface bending {bend:.2f} eV {100*surface_share:+.1f} %")
print(f"30 % depth modulation {100*profile_share:+.2f} %")
print(f"edge accumulation {100*edge_share:+.2f} %")
print(f"finite field {100*field_share:+.4f} %")
print("-- other sizes")
print(f"null dose with light holes {net_light*thick*1e-4:.3e} cm^-2")
print(f"Hall factor, tau ~ E^-1/2: {r_acoustic:.3f}")
print(f"screening length {L_D*1e9:.1f} nm")
print(f"ambipolar diffusion length {L_a*1e9:.0f} nm")
print(f"null dose factor for gap +0.05 eV {gap_factor:.3f}")
print(f"degeneracy correction to holes {100*degeneracy:.4f} %")
print(f"neutral acceptors, depth {acceptor_depth:.2f} eV: {100*neutral:.2f} %")
print(f"electron drift/thermal speed {heating:.1e}")
print("success")
```

Printed output:

```
temperature 800 K, kT 0.0689 eV, gap 1.25 eV
masses e, hh, lh: 0.10 0.60 0.12 m_e
mobility e, h: 200 20 cm2/Vs, b = 10.0
film thickness 1000 nm, bar width 1.0 mm
current 10 uA, field 0.50 T
implanted dose 5.00e+12 cm^-2
relative permittivity 10, lifetime 10 ns
intrinsic density 1.597e+15 cm^-3
-- at the Hall null
holes 1.597e+16 cm^-3 = 1.597e-08 A^-3
electrons 1.597e+14 cm^-3 = 1.597e-10 A^-3
net active acceptors 1.581e+16 cm^-3
net active dose 1.581e+12 cm^-2
active share of implant 31.6 %
conductivity 0.0563 S/cm
intrinsic conductivity 0.0563 S/cm
minimum conductivity 0.0324 S/cm
hole density at that minimum 5.051e+15 cm^-3
sheet resistance 1.776e+05 ohm/square
lateral field 17.76 V/cm
sideways hole flux -5.674e+15 cm^-2 s^-1
sideways electron flux -5.674e+15 cm^-2 s^-1
Hall voltage, same holes alone 1.954 mV
Hall voltage at null, cubic rest 0.160 uV
-- scan: dose/null dose, true holes cm^-2, R_H cm3/C,
   one-carrier reading cm^-2, conductivity S/cm
0.5 8.218e+11 -1111.6 5.615e+11 0.0363
0.9 1.441e+12 -78.6 7.939e+12 0.0518
1.1 1.754e+12 +51.8 1.205e+13 0.0609
2.0 3.171e+12 +139.7 4.468e+12 0.1042
4.0 6.330e+12 +91.2 6.847e+12 0.2041
-- same acceptors, gap and mobilities held fixed
Hall voltage at 750 K +1.406 mV
Hall voltage at 850 K -2.497 mV
-- neglected effects, as share of the hole term
light holes +68.3 %, r_h = 1.683
surface bending 0.10 eV -35.6 %
30 % depth modulation -4.52 %
edge accumulation +0.70 %
finite field +0.0099 %
-- other sizes
null dose with light holes 1.210e+12 cm^-2
Hall factor, tau ~ E^-1/2: 1.178
screening length 48.6 nm
ambipolar diffusion length 3558 nm
null dose factor for gap +0.05 eV 0.696
degeneracy correction to holes 0.0102 %
neutral acceptors, depth 0.10 eV: 0.49 %
electron drift/thermal speed 5.9e-05
success
```
